# Energy-loss distribution of ions in a thin hard-sphere layer: test program

```python
# Result under test: energy loss of an ion in a thin layer of hard spheres.
# With u = (total loss)/(maximum single loss) and m = mean collision number,
#   P(u) = exp(-m) delta(u) + sum_{n>=1} exp(-m) m^n/n! f_n(u),
# f_n = Irwin-Hall density (sum of n uniform variables on 0..1).
# The ion energy and the cross-section are held at their entry values.
# gamma = maximum fraction of the ion energy lost in one collision.
# Lengths are in nm and energies in eV unless a name says otherwise.
import numpy as np
from math import factorial, exp, sqrt, pi
from scipy import constants as sc
from scipy.optimize import brentq
from scipy.special import comb, iv
from scipy.stats import norm


def irwin_hall(n, u, cumulative=False):
    u = np.asarray(u, dtype=float)
    power = n if cumulative else n - 1
    total = np.zeros_like(u)
    for k in range(n + 1):
        term = np.where(u >= k, np.maximum(u - k, 0.0) ** power, 0.0)
        total = total + (-1) ** k * comb(n, k) * term
    return total / factorial(power)


def poisson(n, m):
    return exp(-m) * m ** n / factorial(n)


def mixture_density(u, m, n_max=40):
    return sum(poisson(n, m) * irwin_hall(n, u) for n in range(1, n_max + 1))


def mixture_cdf(u, m, n_max=40):
    return exp(-m) + sum(poisson(n, m) * irwin_hall(n, u, True)
                         for n in range(1, n_max + 1))


def bessel_density(u, m):
    total = sqrt(m / u) * iv(1, 2 * sqrt(m * u))
    for k in range(1, int(u) + 1):
        y = u - k
        total += ((-m) ** k / factorial(k) * (y / m) ** ((k - 1) / 2)
                  * iv(k - 1, 2 * sqrt(m * y)))
    return exp(-m) * total


# Example inputs: gold ion in amorphous carbon
Z1, M1, Z2, M2 = 79, 196.967, 6, 12.011
E = 20e3
mass_density = 2.0                       # g/cm3, rough
m = 2.0
gamma = 4 * M1 * M2 / (M1 + M2) ** 2
Tm = gamma * E

# Test: single-collision loss from geometry and conservation laws
for b in (0.1, 0.4, 0.7, 0.9):           # impact parameter / contact distance
    normal = np.array([sqrt(1 - b * b), b])
    velocity = np.array([1.0, 0.0])

    def energy_excess(J):
        after = velocity - J * normal / M1
        return M1 * after @ after + J * J / M2 - M1
    impulse = brentq(energy_excess, 1e-6 * M2, 4 * M2, xtol=1e-13)
    fraction = impulse ** 2 / M2 / M1
    assert abs(fraction - gamma * (1 - b * b)) < 1e-10

# Test: compound distribution on a fine lattice, made by Fourier transform
cells = 2000
step = 1 / cells
single = np.zeros(16 * cells)
single[:cells + 1] = step
single[0] = single[cells] = step / 2
for mean_hits in (0.5, 2.0, 5.0):
    mass = np.fft.irfft(np.exp(mean_hits * (np.fft.rfft(single) - 1)),
                        n=single.size)
    j = np.arange(1, 5 * cells)
    smooth = (j != cells) & (j != 2 * cells)
    j = j[smooth]
    lattice_density = mass / step
    # lattice error is of order step squared = 2.5e-7
    assert np.max(abs(lattice_density[j]
                      - mixture_density(j * step, mean_hits))) < 2e-6
    lattice_cdf = np.cumsum(mass)
    assert np.max(abs(lattice_cdf[j]
                      - mixture_cdf((j + 0.5) * step, mean_hits))) < 2e-6
    for u in (0.03, 0.6, 1.3, 2.7, 3.4, 4.8):
        assert abs(bessel_density(u, mean_hits)
                   - mixture_density(u, mean_hits)) < 1e-10
    grid = np.arange(single.size) * step
    mean = mass @ grid
    second = mass @ (grid - mean) ** 2
    third = mass @ (grid - mean) ** 3
    assert abs(mean - mean_hits / 2) < 1e-6
    assert abs(second - mean_hits / 3) < 2e-6
    assert abs(third - mean_hits / 4) < 5e-6
    if mean_hits == m:
        g = lattice_density
        start = m * exp(-m)
        assert abs(g[1] - start) < 2e-3
        assert abs(g[cells + 1] - g[cells - 1] + start) < 2e-3
        c, d = 2 * cells, 10
        slope_right = (g[c + 2 * d] - g[c + d]) / (d * step)
        slope_left = (g[c - d] - g[c - 2 * d]) / (d * step)
        # one-sided differences err by about 0.01 times the curvature
        assert abs(slope_right - slope_left - m * m * exp(-m) / 2) < 0.01

# Test: path-by-path simulation with random free flights
rng = np.random.default_rng(7)
histories = 1_000_000
depth = rng.exponential(size=histories)  # in mean free paths
loss = np.zeros(histories)               # constant-energy loss / Tm
remaining = np.ones(histories)           # falling energy / E
active = np.flatnonzero(depth < m)
while active.size:
    transfer = 1 - rng.random(active.size)
    loss[active] += transfer
    remaining[active] *= 1 - gamma * transfer
    depth[active] += rng.exponential(size=active.size)
    active = active[depth[active] < m]
assert abs(np.mean(loss == 0) - exp(-m)) < 0.002
for u in (0.3, 0.9, 1.5, 2.5, 3.5):
    assert abs(np.mean(loss <= u) - mixture_cdf(u, m)) < 0.0025
fall_mean = 1 - exp(-m * gamma / 2)
fall_var = exp(m * (-gamma + gamma ** 2 / 3)) - exp(-m * gamma)
assert abs(np.mean(1 - remaining) - fall_mean) / gamma < 0.004
assert abs(np.var(remaining) - fall_var) / gamma ** 2 < 0.006

# Contact distance from the universal screened potential
coulomb = sc.e / (4 * pi * sc.epsilon_0) * 1e9      # eV nm
bohr = sc.physical_constants['Bohr radius'][0] * 1e9
screening = 0.8854 * bohr / (Z1 ** 0.23 + Z2 ** 0.23)
amplitudes = (0.18175, 0.50986, 0.28022, 0.02817)
decays = (3.19980, 0.94229, 0.40290, 0.20162)


def potential(r):
    phi = sum(a * np.exp(-d * r / screening)
              for a, d in zip(amplitudes, decays))
    return Z1 * Z2 * coulomb / r * phi


def contact_distance(energy):
    relative = energy * M2 / (M1 + M2)
    return brentq(lambda r: potential(r) - relative, 1e-4, 1.0)


Ecm = E * M2 / (M1 + M2)
R = contact_distance(E)
sigma = pi * R ** 2
atoms = mass_density / M2 * sc.N_A * 1e-21          # per nm3
thickness = m / (atoms * sigma)
areal = atoms * thickness

# Classical scattering by the soft potential
nodes, weights = np.polynomial.legendre.leggauss(64)


def angle(b, reduced_potential):
    r0 = brentq(lambda r: 1 - reduced_potential(r) - (b / r) ** 2,
                1e-4, 50.0, xtol=1e-16)
    t = pi / 4 * (nodes + 1)
    s = np.sin(t)
    radial = 1 - reduced_potential(r0 / s) - (b * s / r0) ** 2
    return pi - 2 * b / r0 * pi / 4 * np.sum(weights * np.cos(t)
                                             / np.sqrt(radial))


for b in (0.01, 0.03, 0.2):              # test on the pure Coulomb case
    assert abs(angle(b, lambda r: 0.05 / r)
               - 2 * np.arctan(0.05 / (2 * b))) < 1e-6


def soft_transfer(b):
    return Tm * np.sin(angle(b, lambda r: potential(r) / Ecm) / 2) ** 2


def soft_moment(low, high, power):
    b = low + (high - low) * (nodes + 1) / 2
    values = np.array([soft_transfer(x) ** power for x in b])
    return (high - low) / 2 * np.sum(weights * 2 * pi * b * values)


far = 0.5
soft_inside = soft_moment(0, R, 1)
soft_outside = soft_moment(R, far, 1)
soft_square = soft_moment(0, R, 2) + soft_moment(R, far, 2)
b_small = brentq(lambda b: soft_transfer(b) - 0.01 * Tm, R, far)
soft_hits = m * (b_small / R) ** 2

# Other neglected effects
speed = sqrt(2 * E * sc.e / (M1 * sc.atomic_mass))
speed_ratio = speed / (sc.fine_structure * sc.c)
electronic = (8 * pi * coulomb * bohr * Z1 ** (7 / 6) * Z2
              / (Z1 ** (2 / 3) + Z2 ** (2 / 3)) ** 1.5 * speed_ratio)
cos_cm = nodes
cos_lab = ((M1 + M2 * cos_cm)
           / np.sqrt(M1 ** 2 + M2 ** 2 + 2 * M1 * M2 * cos_cm))
cos_exit = exp(-m * (1 - np.sum(weights * cos_lab) / 2))
sigma_exit = pi * contact_distance(E - m * Tm / 2) ** 2
site_chance = sigma * atoms ** (2 / 3)

print(f"Au ion energy {E/1e3:.1f} keV; masses {M1:.3f}, {M2:.3f} u")
print(f"carbon density {mass_density:.1f} g/cm3 = {atoms:.1f} atoms/nm3")
print(f"gamma {gamma:.4f}; maximum single loss Tm {Tm/1e3:.3f} keV")
print(f"centre-of-mass energy {Ecm/1e3:.3f} keV")
print(f"contact distance R {R:.4f} nm; sigma {sigma:.5f} nm2")
print(f"mean collisions m {m:.1f}; layer thickness {thickness:.2f} nm")
print("Poisson weights n=0..5:",
      " ".join(f"{poisson(n, m):.4f}" for n in range(6)))
print("f_n(1.5) for n=1..5:",
      " ".join(f"{float(irwin_hall(n, 1.5)):.4f}" for n in range(1, 6)))
print("weighted terms n=1..5:", " ".join(
    f"{poisson(n, m)*float(irwin_hall(n, 1.5)):.4f}" for n in range(1, 6)))
print(f"full density at u=1.5: {float(mixture_density(1.5, m)):.4f}")
print(f"weight beyond n=10: {1-sum(poisson(n, m) for n in range(11)):.1e}")
print(f"spike at u=0: probability {exp(-m):.4f}")
print("u, density per unit u, plot (one # = 0.02)")
rows = [("0+", 1e-10)]
for i in range(1, 17):
    if i == 4:
        rows += [("1-", 1 - 1e-10), ("1+", 1 + 1e-10)]
    else:
        rows.append((f"{i/4:.2f}", i / 4))
for label, u in rows:
    value = float(mixture_density(u, m))
    print(f"{label:>4} {value:.4f} " + "#" * round(value / 0.02))
print(f"drop at u=1: {m*exp(-m):.4f}; "
      f"slope rise at u=2: {m*m*exp(-m)/2:.4f}")
sd = sqrt(m / 3)
median = brentq(lambda u: float(mixture_cdf(u, m)) - 0.5, 0.01, 4)
print(f"mean loss {m/2:.3f} Tm = {m/2*Tm/1e3:.3f} keV")
print(f"standard deviation {sd:.4f} Tm = {sd*Tm/1e3:.3f} keV")
print(f"median {median:.4f} Tm; skewness {(m/4)/sd**3:.4f}")
print(f"probability u>2: {1-float(mixture_cdf(2.0, m)):.4f}")
print(f"Gaussian probability of negative loss: {norm.cdf(-m/2/sd):.4f}")
print("Neglected effects")
print(f"mean loss / E: constant energy {m*gamma/2:.4f}, "
      f"falling {fall_mean:.4f}")
print(f"std dev / E: constant energy {sd*gamma:.4f}, "
      f"falling {sqrt(fall_var):.4f}")
print(f"model probability of loss above E: "
      f"{1-float(mixture_cdf(1/gamma, m)):.1e}")
print(f"sigma growth at mean exit energy: {100*(sigma_exit/sigma-1):.1f} %")
print(f"electronic loss in layer: {areal*electronic/1e3:.3f} keV")
print(f"mean exit direction cosine: {cos_exit:.5f}")
print(f"hit chance per atomic layer: {site_chance:.3f}")
print(f"variance cut if fully ordered: {100*0.75*site_chance:.1f} %")
print(f"soft/hard mean loss: "
      f"{(soft_inside+soft_outside)/(sigma*Tm/2):.3f}")
print(f"soft/hard variance: {soft_square/(sigma*Tm**2/3):.3f}")
print(f"soft loss from b>R in layer: {areal*soft_outside/1e3:.3f} keV")
print(f"soft collisions with T>0.01 Tm: {soft_hits:.2f}")
print(f"chance of none of these: {exp(-soft_hits):.1e}")
print("tests ok")
```

Running it gives:

```
Au ion energy 20.0 keV; masses 196.967, 12.011 u
carbon density 2.0 g/cm3 = 100.3 atoms/nm3
gamma 0.2167; maximum single loss Tm 4.334 keV
centre-of-mass energy 1.149 keV
contact distance R 0.0454 nm; sigma 0.00647 nm2
mean collisions m 2.0; layer thickness 3.08 nm
Poisson weights n=0..5: 0.1353 0.2707 0.2707 0.1804 0.0902 0.0361
f_n(1.5) for n=1..5: 0.0000 0.5000 0.7500 0.4792 0.1979
weighted terms n=1..5: 0.0000 0.1353 0.1353 0.0432 0.0071
full density at u=1.5: 0.3218
weight beyond n=10: 8.3e-06
spike at u=0: probability 0.1353
u, density per unit u, plot (one # = 0.02)
  0+ 0.2707 ##############
0.25 0.3442 #################
0.50 0.4305 ######################
0.75 0.5313 ###########################
  1- 0.6482 ################################
  1+ 0.3775 ###################
1.25 0.3595 ##################
1.50 0.3218 ################
1.75 0.2603 #############
2.00 0.1698 ########
2.25 0.1307 #######
2.50 0.0935 #####
2.75 0.0618 ###
3.00 0.0399 ##
3.25 0.0263 #
3.50 0.0164 #
3.75 0.0100 
4.00 0.0060 
drop at u=1: 0.2707; slope rise at u=2: 0.2707
mean loss 1.000 Tm = 4.334 keV
standard deviation 0.8165 Tm = 3.538 keV
median 0.8779 Tm; skewness 0.9186
probability u>2: 0.1187
Gaussian probability of negative loss: 0.1103
Neglected effects
mean loss / E: constant energy 0.2167, falling 0.1948
std dev / E: constant energy 0.1769, falling 0.1436
model probability of loss above E: 6.9e-04
sigma growth at mean exit energy: 18.5 %
electronic loss in layer: 0.368 keV
mean exit direction cosine: 0.99752
hit chance per atomic layer: 0.140
variance cut if fully ordered: 10.5 %
soft/hard mean loss: 1.308
soft/hard variance: 0.861
soft loss from b>R in layer: 1.586 keV
soft collisions with T>0.01 Tm: 8.05
chance of none of these: 3.2e-04
tests ok
```
